# Stationary spanning vectors of a copper-like Fermi surface for (001) coupling

Suppose we want the oscillation period of the exchange coupling between two magnetic planes separated by copper, stacked along (001), and we use the obvious recipe: take the diameter \(2k_F\) of the free-electron sphere and quote \(\pi/k_F\). With one electron per atom and a lattice constant near 0.36 nm (the calculation takes \(a=0.361\) nm as its input), \(k_F=13.60\ \mathrm{nm^{-1}}\), so the recipe gives 0.231 nm. The layer spacing is \(d=a/2=0.1805\) nm, so this is 1.28 layers. The periods to be explained are near 2.6 and 5.9 layers.

One fault is easily repaired. The separation takes the values \(D=Nd\) with integer \(N\), so a phase advance per layer matters modulo \(2\pi\). The sphere advances by \(2k_Fd=4.911\) rad, equivalent to \(2\pi-4.911=1.372\) rad in the opposite sense, which gives \(2\pi/1.372=4.58\) layers. This is still wrong. Spheres repeated in neighbouring zones add one more vector, across the gap between them at L, with a period of 6.0 layers, but the sphere offers nothing near 2.6. The shape of the Fermi surface is needed, together with a rule saying which of its many spanning vectors count. The rule comes from the coupling itself, which also supplies the amplitudes.

## What the coupling selects

Let the spacer have one band \(E(\mathbf k)=t\,\varepsilon(\mathbf p)\), with \(\mathbf p=\mathbf k a/2\) and \(t\) an energy scale. Then \(p_z=k_zd\) is the phase per layer. Write \(\mu\) for the Fermi level and \(\tau=k_BT/t\) for the temperature, both in units of \(t\). Each magnetic plane is one atomic layer carrying a weak spin-dependent potential \(\pm V\).

For one spin, let the planes at layers 0 and \(N\) have potentials \(U_A\) and \(U_B\). The derivative of the grand potential \(\Omega\) with respect to \(U_B\) is the occupation of layer \(N\), which is the Matsubara sum \(\tau\sum_n G_{NN}(i\omega_n)\), with \(\omega_n=(2n+1)\pi\tau\) and \(G\) in units of \(1/t\). To first order in \(U_A\), \(G_{NN}\) changes by \(G_N(U_A/t)G_{-N}\), where \(G_{\pm N}\) propagates between the planes in the unperturbed spacer. Integrating over \(U_B\) gives the cross term per surface atom,

\[
\Omega_{AB}=\frac{U_AU_B}{t}\,\Phi(N),\qquad
\Phi(N)=\tau\sum_n\big\langle G_N(i\omega_n)G_{-N}(i\omega_n)\big\rangle ,
\]

where the brackets average over \(\mathbf k_\parallel\), which is conserved. For parallel moments \(U_AU_B=V^2\) for both spins; for antiparallel moments it is \(-V^2\) for both. Hence

\[
J\equiv\Omega_{\rm parallel}-\Omega_{\rm antiparallel}=\frac{4V^2}{t}\,\Phi(N),
\]

and positive \(J\) favours antiparallel alignment.

The layer Green function is

\[
G_N=\int_{-\pi}^{\pi}\frac{dp_z}{2\pi}\,\frac{e^{ip_zN}}{i\omega+\mu-\varepsilon}.
\]

Take \(\omega>0\) and \(N>0\), and close the contour in the upper half plane; the vertical sides cancel because the integrand has period \(2\pi\). Let \(p_+\) be a Fermi-level crossing with slope \(g_+=\partial\varepsilon/\partial p_z>0\). Its pole moves to \(p_++i\omega/g_+\), inside the contour, and the denominator there has slope \(-g_+\). For \(G_{-N}\) the contour closes below and collects a crossing \(p_-\) with \(g_-<0\). Thus

\[
G_N\to-\frac{i}{g_+}e^{ip_+N-\omega N/g_+},\qquad
G_{-N}\to-\frac{i}{|g_-|}e^{-ip_-N-\omega N/|g_-|}.
\]

Poles that stay off the real axis as \(\omega\to0\) are exponentially small at large \(N\). With \(q=p_+-p_-\) and \(2/w=1/g_++1/|g_-|\), the product is

\[
G_NG_{-N}\to-\frac{e^{iqN-2\omega N/w}}{g_+|g_-|}.
\]

So the spanning vectors join sheets with opposite normal velocity at the same \(\mathbf k_\parallel\). The average over \(\mathbf k_\parallel\) cancels most of them at large \(N\), because \(e^{iqN}\) varies rapidly wherever \(q\) has a gradient. What survives comes from points where \(q(p_x,p_y)\) is stationary.

Around such a point, \(q\simeq q_\alpha+\tfrac12\sum_i\lambda_iu_i^2\), with \(\lambda_i\) the eigenvalues of the Hessian \(H\) of \(q\). Each direction contributes

\[
\int du\,e^{iN\lambda u^2/2}=\sqrt{\frac{2\pi}{N|\lambda|}}\;e^{i\frac{\pi}{4}\operatorname{sgn}\lambda}.
\]

The surface cell has area \(a^2/2\), so its Brillouin zone has area \(8\pi^2/a^2\) in \(\mathbf k_\parallel\) and \(2\pi^2\) in \((p_x,p_y)\). The average therefore supplies

\[
\frac{1}{2\pi^2}\,\frac{2\pi}{N\sqrt{|\det H|}}\,e^{i\pi\sigma/4}=\frac{e^{i\pi\sigma/4}}{\pi N\sqrt{|\det H|}},
\]

where the signature \(\sigma\) is the number of positive eigenvalues minus the number of negative ones.

For the frequency sum, \(G_N(-i\omega)=[G_{-N}(i\omega)]^*\), so negative frequencies add the complex conjugate and the total is twice the real part of the sum over \(n\ge0\). With \(X=2\pi\tau N/w\),

\[
\sum_{n\ge0}e^{-(2n+1)X}=\frac{e^{-X}}{1-e^{-2X}}=\frac{1}{2\sinh X}.
\]

For \(m\) symmetry-equivalent vectors the leading large-\(N\) result is

\[
\Phi_\alpha=-\,\frac{m\,\tau}{\sinh X}\;
\frac{\cos(q_\alpha N+\pi\sigma/4)}{\pi N\sqrt{|\det H|}\;g_+|g_-|}.
\]

As \(T\to0\), \(\tau/\sinh X\to w/(2\pi N)\) and the amplitude falls as \(1/N^2\). For \(X\gg1\), \(\tau/\sinh X\to2\tau e^{-X}\) and the decay is exponential.

## Why maximizing the diameter is not enough

The sphere suggests a search for the longest spanning vector. Stationary, however, includes minima and saddles, and the short period of copper turns out to be a saddle of \(q\), which neither a maximizer nor a minimizer over \(\mathbf k_\parallel\) will settle on. Folding \(q\) into \((-\pi,\pi]\) before searching adds artificial jumps. It is better to solve the stationarity conditions first and fold afterwards, since folding adds a constant to \(q\) and reflection changes its sign; neither moves a stationary point.

On a sheet \(p_z=\zeta(p_x,p_y)\), differentiating \(\varepsilon(p_x,p_y,\zeta)=\mu\) gives \(\zeta_i=-\varepsilon_i/\varepsilon_z\), with subscripts denoting derivatives. Stationarity of \(q\) means equal slopes on the two sheets. Multiplied out, to avoid dividing by a small normal slope, the conditions on \((p_x,p_y,p_+,p_-)\) are

\[
\varepsilon^{+}=\mu,\quad \varepsilon^{-}=\mu,\quad
\varepsilon_x^{+}\varepsilon_z^{-}=\varepsilon_x^{-}\varepsilon_z^{+},\quad
\varepsilon_y^{+}\varepsilon_z^{-}=\varepsilon_y^{-}\varepsilon_z^{+}.
\]

Multiplying out has a price: the last two equations also hold where both normal slopes vanish, and all four hold trivially for \(p_+=p_-\). Both intruders are removed by requiring \(g_+>0\) and \(g_-<0\), each clearly away from zero.

The search then runs as follows.

1. Lay a coarse mesh over the irreducible part of the surface zone.
2. At each mesh point, find all Fermi-level crossings in \(0\le p_z<2\pi\) by sign changes and root refinement.
3. Start a four-variable root solver from every pair of crossings with opposite normal slopes.
4. Fold the converged solutions back by symmetry, discard copies and count the equivalent \(\mathbf k_\parallel\) points.

The curvature follows from a second differentiation of the sheet equation,

\[
\varepsilon_{ij}+\varepsilon_{iz}\zeta_j+\varepsilon_{jz}\zeta_i+\varepsilon_{zz}\zeta_i\zeta_j+\varepsilon_z\zeta_{ij}=0,
\]

which is solved for \(\zeta_{ij}\). Then \(H_{ij}=\zeta^+_{ij}-\zeta^-_{ij}\).

Both vectors found below join mirror-image sheets \(\pm\zeta\). In that case \(q=2\zeta\), stationarity means \(\nabla\zeta=0\), and the velocity is along the normal with \(w=g_+=|g_-|\equiv g\). Restoring units, \(v=g\,t\,d/\hbar\). Since \(k_z=2\zeta/a\) and \(k_x=2p_x/a\), the second derivative of \(k_z\) is \((a/2)\zeta''\), and with \(\zeta''=\lambda/2\) the principal radii of curvature are

\[
R_i=\frac{2}{a}\,\frac{2}{|\lambda_i|},\qquad
\sqrt{|\det H|}=\frac{4}{a\sqrt{R_1R_2}}.
\]

The zero-temperature amplitude of a mirror pair is therefore proportional to \(m\sqrt{R_1R_2}/v\). The inverse velocity belongs to weak planes. The wave scattered by a plane has relative amplitude \(V/(tg)\), so slow electrons scatter more strongly, and second order in \(V\) requires this ratio to be small.

## A surface with a neck

The search needs a band that is cheap to evaluate and has copper's shape at the Fermi level: a belly that bulges along [100], is drawn in along [110], and touches the zone boundary in necks around L. An effective one-band tight-binding form with three shells of neighbours is

\[
\varepsilon=(3-S_{110})+r_2(3-S_{200})+r_3(3-S_{211}),
\]

\[
S_{110}=\cos p_x\cos p_y+\text{cyclic},\quad
S_{200}=\cos2p_x+\text{cyclic},
\]
\[
S_{211}=\cos2p_x\cos p_y\cos p_z+\text{cyclic}.
\]

It vanishes at \(\Gamma\). The unknowns \(r_2\), \(r_3\) and a trial level enter linearly, so three points on the surface determine them. I choose copper-like input radii in units of the free-electron radius: 1.06 along [100], 0.95 along [110], and 0.19 for the neck, measured from L along \((1,1,-2)\). The solution is \(r_2=0.039\), \(r_3=-0.306\).

Three radii do not guarantee the right electron number. The trial surface holds 1.007 electrons per atom on the \(96^3\) mesh used, and 1.008 when the count is converged. One electron per atom fills half the band's states, so the Fermi level is the median of the band energies over the zone. Moving it there changes the radii to 1.057, 0.948 and 0.183. With the chosen scale \(t=3\) eV the Fermi level lies 7.296 eV above \(\Gamma\) on this mesh and the L state 6.96 eV above it. A converged count lowers the level by 1 meV, to 7.295 eV. That changes each \(q\) below by about 0.001 rad and the periods by less than 0.005 layers, but it moves individual values of \(J\) at \(N=30\) to 35 by up to about \(50\ \mathrm{nJ/m^2}\) (by about 2 at \(N=33\)). All numbers below use 7.296 eV. L is occupied, so the necks are open.

This is a model of the surface, not a first-principles band. The long period follows directly from the final [100] radius, which is the input value shifted by the adjustment to one electron per atom; through that shift it depends on the other two input radii as well. The short period does require the search. All velocities scale with \(t\), and the curvatures are less secure than the periods, because three points on a surface do not fix its second derivatives.

## The two vectors and their numbers

From 55 starts the search returns two distinct stationary vectors.

**Belly.** This vector sits at \(\mathbf k_\parallel=0\), with \(m=1\) and \(q=5.192\) rad per layer. Folding gives \(2\pi-5.192=1.091\) rad and a period of \(2\pi/1.091=5.76\) layers, or 1.04 nm. Both Hessian eigenvalues are \(-2.46\), so \(q\) has a local maximum here and \(\sigma=-2\). With \(2/a=5.54\ \mathrm{nm^{-1}}\), both curvature radii are \(5.54\times2/2.463=4.50\ \mathrm{nm^{-1}}\). A free-electron sphere would have \(13.6\ \mathrm{nm^{-1}}\), so this belly is much more sharply curved. The velocity is \(0.98\times10^6\) m/s.

**Neck.** This vector sits at \(\mathbf k_\parallel=(0.412,0.412)\,2\pi/a\), near the projection \((0.5,0.5)\) of L, with \(m=4\) and \(q=3.808\) rad. Folding gives 2.475 rad and a period of 2.54 layers, or 0.458 nm. The eigenvalues are \(-3.50\) and \(5.07\): a saddle with \(\sigma=0\), a minimum of \(q\) along the diagonal and a maximum across it. The curvature radii are 3.17 and \(2.19\ \mathrm{nm^{-1}}\), and the velocity is \(0.52\times10^6\) m/s.

Both periods lie roughly 2% below the 5.9 and 2.6 layers aimed at; for the neck this is comparable to the rounding of a two-figure target. For the belly this is a matter of leverage. With \(P=\pi/(\pi-\zeta)\), a small change of radius gives

\[
\frac{\delta P}{P}=\frac{P\zeta}{\pi}\,\frac{\delta\zeta}{\zeta}
=5.76\times0.826\,\frac{\delta\zeta}{\zeta}\approx4.8\,\frac{\delta\zeta}{\zeta}.
\]

A final [100] radius larger by 0.5% would restore 5.9 layers; the input radius would have to rise by more, because refilling to one electron per atom takes part of the change back. Aliasing turns a small error in the surface into a visible error in a long period, so quoting the period more finely than the radius allows would be empty.

For the amplitudes take \(V=0.1\) eV. The slopes \(g=\hbar v/(td)\) are 1.19 and 0.63, so \(V/(tg)\) is 0.03 for the belly and 0.05 for the neck, and second order is adequate. The prefactor per area is \(4V^2/(t\,a^2/2)=32.8\ \mathrm{mJ/m^2}\). For the belly at \(T=0\),

\[
N^2|J|_{\max}=\frac{32.8}{2\pi^2\times2.463\times1.193}\ \mathrm{mJ/m^2}=0.565\ \mathrm{mJ/m^2}.
\]

The neck gives \(2.50\ \mathrm{mJ/m^2}\), larger by a factor 4.4. The factor splits into 4 from multiplicity, \(2.63/4.50=0.585\) from \(\sqrt{R_1R_2}\), and \(0.981/0.519=1.89\) from the inverse velocities. The necks win by number and slowness, against their sharper curvature. Only the multiplicity is secure for real copper. A five-term fit to the measured Fermi surface gives a belly radius near \(3.8\ \mathrm{nm^{-1}}\) and a curvature factor near 0.72 in place of 0.585. The shape of a surface does not fix the ratio of velocities on it, so 1.89 belongs to this band. This ranking is for weak planes at zero temperature; strongly scattering magnetic layers could change it.

Temperature works the other way in this model, where the plane potentials depend on neither energy nor temperature. The decay length \(\hbar v/(2\pi k_BT)\) at 200 K is about 33 layers for the belly and 17.5 for the neck, so thermal averaging of the phase damps the neck term first, because its electrons are slower. At \(N=33\), \(X/\sinh X\) is 0.85 and 0.58, which leaves amplitudes of 442 and 1343 \(\mathrm{nJ/m^2}\). The neck phase \(3.8079\times33=125.66\) rad is 20 full turns. The belly phase \(5.192\times33-\pi/2=169.77\) rad is 0.12 rad past 27 turns, with cosine 0.99. Both terms carry the overall minus sign, so \(J\approx-1343-439=-1782\ \mathrm{nJ/m^2}\), which favours parallel alignment.

## Checking a search that could miss something

A finite set of starts cannot prove that no vector was missed. The strongest check avoids stationary points altogether: \(\Phi(N)\) is summed from its definition, with layer Green functions over the whole zone at 200 K. One mesh is used, \(240\times240\) points in \(\mathbf k_\parallel\) and 640 in \(p_z\), and the full-sum values quoted below carry a mesh error of up to \(9\ \mathrm{nJ/m^2}\). With the \(p_z\) integral done exactly and \(480\times480\) or more points in \(\mathbf k_\parallel\), the largest difference from the two-vector sum over \(N=30\) to 35 is 10 rather than \(15\ \mathrm{nJ/m^2}\). Fourier analysis of layers 20 to 60 gives periods of 5.75 and 2.54 layers. Over layers 30 to 50, a fit in which the amplitude and phase of the two predicted terms are free returns amplitude ratios of 0.999 and 0.998, with phase differences of about 0.01 rad. These numbers confirm the two terms but are not a direct test for a third: the Fourier step reads only the highest peak in each of two frequency ranges, and the fit does not report the residual it leaves. The direct comparison is what limits a missing vector. For \(N=30\) to 35 the unfitted two-vector sum differs from the full sum by at most 15 \(\mathrm{nJ/m^2}\), while each term has an amplitude of several hundred \(\mathrm{nJ/m^2}\) or more. A missing vector of comparable weight would show up there; a very weak one could still hide.

At \(N=33\) the full sum is \(-1775\ \mathrm{nJ/m^2}\), against \(-1782\) from the two vectors. At \(N=30\) the values are \(-193\) and \(-208\), which looks worse. There the neck term stands at only 0.42 of its amplitude and the belly term has the opposite sign (about \(-740\) and \(+532\)). The amplitudes add up to about 2300 \(\mathrm{nJ/m^2}\), and the difference of 15 is 0.6% of that. On a converged mesh the full sums are \(-1779\) at \(N=33\) and \(-202\) at \(N=30\), so more than half of that difference is mesh error.

The ingredients were also tested separately. Direct minimization along the zone diagonal finds the same neck point, finite differences of the sheet reproduce both Hessians, and the change of \(q\) under a small shift of the Fermi level reproduces \(2/w\). The program asserts these agreements without printing the values: the neck position to \(10^{-4}\) in \(p_x\), each Hessian element to 0.002 plus 0.2% of its value, and \(2/w\) to 0.1%.

## Where the scheme stops working

The amplitude formula needs a nonzero \(\det H\). If \(q\) is constant along a line, one Gaussian integral is replaced by the length of that line, and the zero-temperature decay slows from \(N^{-2}\) to \(N^{-3/2}\). If \(q\) is constant over an area, it slows to \(N^{-1}\). Near such nesting the quadratic expansion holds only at very large \(N\), and the integral over \(\mathbf k_\parallel\) should be done numerically. The same can apply to very thin spacers, where \(e^{iqN}\) may not yet vary fast enough to isolate the stationary points.

Folding also affects the phase. If \(q\) is replaced by \(2\pi-q\), the Hessian changes sign and \(\sigma\) becomes \(-\sigma\). For integer \(N\),

\[
\cos\!\big[(2\pi-q)N-\pi\sigma/4\big]=\cos(qN+\pi\sigma/4),
\]

so the coupling is unchanged provided both replacements are made together. Folding \(q\) while keeping the old signature would shift the belly oscillation by half a period.

## Table of computed values

```
lattice constant a = 0.361 nm, layer spacing d = 0.1805 nm
energy scale t = 3.00 eV, plane potential V = 0.10 eV
free-electron radius = 13.604 nm^-1
input radii [100], [110], neck = (1.06, 0.95, 0.19) free-electron radii
ratios r2 = 0.03948, r3 = -0.30578
hopping energies, shells 1-3 = -0.7500, -0.0592, 0.1147 eV
trial level = 7.3197 eV, holds 1.0073 electrons/atom
Fermi level above Gamma = 7.2957 eV
L state above Gamma = 6.9586 eV
electron count, second cell = 1.0007 per atom
final radii [100], [110], neck = 1.0572, 0.9481, 0.1833 free-electron radii
starts = 55, distinct stationary vectors = 2
belly: k_par = (0.0000, 0.0000) 2pi/a, multiplicity 1
belly: q = 5.1920 rad/layer, period = 5.758 layers = 1.0394 nm
belly: Hessian eigenvalues = -2.4627, -2.4627, signature -2
belly: curvature radii = 4.499, 4.499 nm^-1
belly: velocity = 0.9814 10^6 m/s
belly: N^2 x amplitude at T=0 = 0.5653 mJ/m^2
neck: k_par = (0.4119, 0.4119) 2pi/a, multiplicity 4
neck: q = 3.8079 rad/layer, period = 2.538 layers = 0.4582 nm
neck: Hessian eigenvalues = -3.4985, 5.0676, signature 0
neck: curvature radii = 3.167, 2.187 nm^-1
neck: velocity = 0.5186 10^6 m/s
neck: N^2 x amplitude at T=0 = 2.5028 mJ/m^2
temperature = 200 K, kT = 17.23 meV
periods from full-zone coupling = 5.754, 2.539 layers
belly: full-zone/predicted amplitude = 0.999, phase difference = 0.010 rad
neck: full-zone/predicted amplitude = 0.998, phase difference = 0.009 rad
N = 30: J full zone = -193.20 nJ/m^2, stationary sum = -208.00 nJ/m^2
N = 31: J full zone = -35.39 nJ/m^2, stationary sum = -35.30 nJ/m^2
N = 32: J full zone = 993.72 nJ/m^2, stationary sum = 987.13 nJ/m^2
N = 33: J full zone = -1774.86 nJ/m^2, stationary sum = -1782.15 nJ/m^2
N = 34: J full zone = 730.11 nJ/m^2, stationary sum = 734.84 nJ/m^2
N = 35: J full zone = -81.99 nJ/m^2, stationary sum = -86.58 nJ/m^2
```
